\section*{Identifiability of growth kinetics from one limiting regime}

\section{Deciding whether three fitted growth constants can be used}

A fit to ten growth rates returns a surface prefactor, an activation energy and a mass-transfer coefficient. Before these enter a reactor calculation, one must decide whether to accept all three or to measure at another temperature. A small residual does not settle the matter, because very different constants may fit equally well. The singular values of the sensitivity matrix, scaled by the measurement noise and the accuracy required, give a criterion.

Data from one limiting regime fail it, but how they fail needs care. In the strict limits the matrix loses rank. At finite resistance ratio it can have full rank and still have singular values too small for the noise. ``Cannot identify'' then refers to a stated noise and stated tolerances.

\subsection{Rate model and sensitivities}

Let $C_g$ and $C_s$ be the precursor concentrations in the gas and at the surface. The steady flux through a stagnant film with coefficient $h$ equals the first-order surface consumption:
\begin{equation}
h(C_g-C_s)=k_sC_s,\qquad k_s=k_0e^{-\beta E},\qquad \beta=\frac1{k_BT}.
\end{equation}
Here $h$ is independent of temperature and $C_g$ is known. Collecting $C_s$ gives $C_s=hC_g/(h+k_s)$. Each precursor molecule delivers one film atom, and the film has atomic density $N$, so the growth rate is
\begin{equation}
G=\frac{k_sC_s}{N}=\frac{C_g}{N}k_{\rm eff},\qquad
k_{\rm eff}=\frac{k_sh}{k_s+h}.
\end{equation}
Equivalently $1/k_{\rm eff}=1/k_s+1/h$: two resistances in series. Define
\begin{equation}
D=\frac{k_s}{h},\qquad \phi=\frac1{1+D}=\frac{h}{h+k_s}.
\end{equation}
Thus $\phi$ is the surface share of the total resistance. Small $D$ is the surface-limited regime, large $D$ the transport-limited one.

The parameters are $\ln k_0$, $E$ and $\ln h$. From $\ln k_{\rm eff}=\ln k_s+\ln h-\ln(k_s+h)$,
\begin{align}
\frac{\partial\ln k_{\rm eff}}{\partial\ln k_s}&=1-\frac{k_s}{k_s+h}=\phi, &
\frac{\partial\ln k_{\rm eff}}{\partial\ln h}&=1-\frac{h}{k_s+h}=1-\phi .
\end{align}
Since $\ln k_s=\ln k_0-\beta E$, the chain rule gives the row of the sensitivity matrix $J$ for temperature $T_i$:
\begin{equation}
J_i=(\phi_i,\,-\beta_i\phi_i,\,1-\phi_i).
\end{equation}
The apparent activation energy is $-d\ln k_{\rm eff}/d\beta=\phi E$, because $d\ln k_s/d\beta=-E$.

\subsection{Rank in the limits and between them}

In the strict surface limit $\phi_i=1$, each row is $(1,-\beta_i,0)$. Two distinct temperatures give rank 2, and $h$ has disappeared. In the strict transport limit $\phi_i=0$, each row is $(0,0,1)$ and the rank is 1.

At finite $D$, suppose that $J(a,b,c)^T=0$. Dividing row $i$ by $\phi_i>0$ and using $(1-\phi_i)/\phi_i=D_i$ gives
\begin{equation}
a-b\beta_i+cD(\beta_i)=0,\qquad D(\beta)=\frac{k_0}{h}e^{-\beta E}.
\end{equation}
For $E>0$, $D''=E^2D>0$. If $c\ne0$, the left side is strictly convex or strictly concave in $\beta$ and has at most two zeros. If $c=0$, it is linear and has at most one zero unless $a=b=0$. Three distinct temperatures therefore force $a=b=c=0$, and the rank is 3. If $E=0$, $D$ is constant, the first and third columns are proportional, and the argument fails.

This result assumes a known $C_g$. An unknown constant factor in $C_g$ adds a column of ones, which is the sum of the first and third columns. The transformation $C_g\to\lambda C_g$, $k_0\to k_0/\lambda$, $h\to h/\lambda$ leaves every $G$ unchanged. Growth rates cannot remove this degeneracy, whatever regimes they cover.

\subsection{From singular values to parameter errors}

Let the rates have independent relative errors of standard deviation $s\ll1$, which are then the errors of $\ln G$. Choose a tolerance $t_j$ for each parameter and form
\begin{equation}
A_{ij}=J_{ij}t_j/s,\qquad A=U\Sigma V^T,\qquad \sigma_1\ge\sigma_2\ge\sigma_3 .
\end{equation}
In linearized least squares the covariance, in tolerance units, is
\begin{equation}
C=(A^TA)^{-1}=V\Sigma^{-2}V^T,\qquad
C_{jj}=\sum_{k=1}^3\frac{V_{jk}^2}{\sigma_k^2}.
\end{equation}
The rows of $V$ have unit length, so $C_{jj}\le1/\sigma_3^2$. The trace is $\sum_k\sigma_k^{-2}\ge1/\sigma_3^2$, so the largest of the three diagonal entries is at least one third of this. Hence
\begin{equation}
\frac1{\sqrt3\,\sigma_3}\le\max_j\sqrt{C_{jj}}\le\frac1{\sigma_3}.
\end{equation}
If $\sigma_3\ge1$, all three tolerances are met. If $\sigma_3<1/\sqrt3$, at least one is missed. Between these values the individual errors must be inspected.

The practical rank is the number of $\sigma_k\ge1$. It counts parameter combinations, not individual parameters, and it depends on $t_j$ and $s$. The standard errors $t_j\sqrt{C_{jj}}$ do not depend on $t_j$. They are best computed from $V$ and $\Sigma$, since forming $A^TA$ squares the condition number. If $J$ comes from a simulator and its error changes $A$ by $\Delta A$, each singular value moves by at most $\|\Delta A\|_2$ (Weyl's inequality). A verdict on $\sigma_3$ is safe if this norm is smaller than the distance of $\sigma_3$ from the threshold.

\subsection{How identification is lost}

\paragraph{Surface limit.}
Let $B$ hold the first two columns of $A$, let $c_3$ be the third, and let $P_\perp$ project onto the complement of the columns of $B$. With $w$ the least-squares coefficients of $c_3$ on $B$, the vector $v=(-w,1)$ gives $Av=c_3-Bw=P_\perp c_3$, and $\|v\|\ge1$. Since $\sigma_3$ is the minimum of $\|Av\|/\|v\|$,
\begin{equation}
\sigma_3\le\|P_\perp c_3\|\le\|c_3\|
\le\sqrt n\,D_{\max}\frac{t_3}{s}.
\label{eq:surfacebound}
\end{equation}
The last step uses $1-\phi=D/(1+D)\le D$.

The first bound becomes sharp as $h\to\infty$ with the other quantities fixed. Then $c_3=O(1/h)$, while $B$ keeps rank 2. Let $v$ be the unit singular vector of $\sigma_3$. Because $\|Av\|=\sigma_3=O(1/h)$, its first two components are $O(1/h)$, so $|v_3|\to1$. Moreover $\sigma_3=\|Av\|\ge\|P_\perp Av\|=|v_3|\,\|P_\perp c_3\|$, and therefore $\sigma_3/\|P_\perp c_3\|\to1$. To leading order $c_3\propto D$, and $B$ spans the constant and linear functions of $\beta$. A new $k_0$ absorbs the constant part of $D$ and a new $E$ its slope. What informs on $h$ is the curvature left over.

\paragraph{Transport limit.}
The second singular value is the minimum, over two-dimensional subspaces, of the largest $\|Av\|$ for unit $v$ in the subspace. Choosing the $(\ln k_0,E)$ plane gives
\begin{equation}
\sigma_3\le\sigma_2\le\|B\|_F
\le\frac1s\left[\sum_i\frac{t_1^2+t_2^2\beta_i^2}{D_i^2}\right]^{1/2},
\label{eq:transportbound}
\end{equation}
because $\phi<1/D$. Both values vanish at least as fast as $h$ when $h\to0$.

A global ambiguity lies outside this linear analysis. A temperature-independent $k_{\rm eff}$ can be produced by $E=0$ and any constants satisfying $1/k_s+1/h=1/k_{\rm eff}$. Flat data fix the total resistance. They fix $h$ if other evidence shows that transport dominates.

\subsection{Algorithm}

\begin{enumerate}
\item Choose temperatures, nominal parameters, noise $s$ and tolerances $t_j$.
\item Evaluate $D_i$ and $\phi_i$, form $A$, and compute its singular value decomposition.
\item Count $\sigma_k\ge1$, compute the errors from $V$ and $\Sigma$, and read the weak combination from the last column of $V$.
\item If a tolerance is missed, append the row of each feasible new temperature and recompute $\sigma_3$. Select a temperature that raises it above 1. If none does, try two or more added temperatures together. When the old $\sigma_2<1$, one added temperature cannot raise $\sigma_3$ above 1, although it may still meet the individual tolerances.
\item After measuring, refit and repeat. Also refit with $1/h=0$ and with $1/k_s=0$, since linear errors may extend beyond the range of linearization.
\end{enumerate}
Nominal values are uncertain before the experiment, so the steps should be repeated over their plausible range.

One added row has a limited effect. The plane of the old singular vectors 2 and 3 contains a unit vector orthogonal to the new row. For it $\|A_{\rm new}v\|=\|Av\|\le\sigma_2$, so the new $\sigma_3$ cannot exceed the old $\sigma_2$.

\subsection{Example: silicon from silane}

Take $k_0=10^8$ cm/s, $E=1.6$ eV, $h=5$ cm/s and $s=0.04$. The tolerances are 1 in $\ln k_0$, 0.1 eV in $E$ and 0.2 in $\ln h$. Setting $k_s=h$ gives the crossover
\begin{equation}
T_c=\frac{E}{k_B\ln(k_0/h)}=1104\ {\rm K}.
\end{equation}
Three designs have ten points each: evenly spaced over 850--950 K (cold), evenly spaced over 1400--1500 K (hot), or five in each window (mixed). The ratio $D$ runs from 0.0065 to 0.065 in the cold window and from 35 to 84 in the hot one.

\begin{center}
\begin{tabular}{lccc}
 & cold & hot & mixed\\ \hline
$\sigma_1$ & 126 & 15.6 & 88.9\\
$\sigma_2$ & 2.17 & 0.546 & 11.0\\
$\sigma_3$ & 0.084 & 0.0024 & 1.68\\
practical rank & 2 & 1 & 3\\
error of $\ln k_0$ & 1.28 & 274 & 0.47\\
error of $E$ (eV) & 0.095 & 31.6 & 0.036\\
error of $\ln h$ & 2.35 & 0.38 & 0.019
\end{tabular}
\end{center}

For the cold design the last bound in \eqref{eq:surfacebound} is $\sqrt{10}\times0.065\times0.2/0.04=1.03$, too coarse to decide. The curvature norm is 0.085, close to $\sigma_3$. The weak direction, in tolerance units, is $(-0.104,-0.076,0.992)$: a larger $h$ is offset by a smaller $k_0$ and $E$. With this design and model, reaching $\sigma_3=1$ would require noise of $0.04\times0.084=0.0034$, or about $1/0.084^2\approx140$ independent repetitions of the whole set.

Refits to noise-free model rates show the same loss without linearization. Let $S$ be the sum of squared misfits in $\ln k_{\rm eff}$, each divided by $s$. Fitting the cold rates with $h=\infty$ gives $S=0.17$ and a largest misfit of 1.0\% in rate, below the 4\% noise. The fitted $E$ falls to 1.56 eV and $k_0$ to $6.0\times10^7$ cm/s. If $h$ is lowered and the other two constants are refitted, $S$ reaches 3.84, the usual one-parameter 95\% threshold, at $h=0.97$ cm/s. The cold data thus give a lower limit on $h$ and no upper one.

The hot rates fitted with $k_s=\infty$ also give $S=0.17$, with $h=4.9$ cm/s. The hot errors of 274 in $\ln k_0$ and 31.6 eV in $E$ lie far outside the linear range. They signal missing information and are not confidence intervals. The error of 0.38 in $\ln h$ is not a confidence interval either. With $k_0$ and $E$ refitted, $h=7.3$ and $20$ cm/s and $h=\infty$ all give $S\le0.003$, the last with $E=0.03$ eV, so the hot data alone give only a lower limit near 4.8 cm/s. This is the global ambiguity noted above. The linear error exceeds its tolerance because $k_0$ and $E$ are left free. With those two fixed it would be about $0.04/\sqrt{10}=0.013$. Bound \eqref{eq:transportbound} gives $\sigma_2\le2.0$ and does not decide the rank here; the computed $\sigma_2=0.55$ does.

The mixed design meets all three tolerances. Its linear errors were compared with 400 nonlinear least-squares fits to synthetic rates with Gaussian noise of 0.04 in $\ln k_{\rm eff}$. The fitted parameters scattered by 0.45, 0.035 eV and 0.019, which differ from the linear errors by $-4\%$, $-4\%$ and $+1\%$, comparable to the roughly 3.5\% sampling error of a standard deviation from 400 samples.

The mixed design also spans more temperature, so a control is needed. With its temperatures, $k_0$, $E$ and noise held fixed, raising $h$ by $10^5$ makes all points surface-limited and gives $\sigma_3=0.0018$. Lowering $h$ by $10^5$ makes them transport-limited and gives $\sigma_2=0.064$. The wide span does not suffice in either case; here the cure is to sample both resistances.

An eleventh point added to the cold design at 950 K leaves $\sigma_3=0.095$. At 1500 K it gives 2.14, near the ceiling of 2.17 set by the old $\sigma_2$. On a 1 K grid, the lowest added temperature giving $\sigma_3\ge1$ is 1073 K, slightly below the crossover. For these parameters, and if the model is exact, one need not reach the transport limit. A point near the crossover is, however, much more exposed to errors in the surface rate law than a point deep in the transport regime, as the next section shows.

\subsection{Model error and the real process}

The constants are rough magnitudes for atmospheric-pressure epitaxy from dilute silane in hydrogen; $h$ depends on the reactor. With 0.76 Torr of silane, $C_g=p/(k_BT)$ and $N=5.0\times10^{22}$ cm$^{-3}$, the model grows 3.4 nm/min at 850 K and 306 nm/min at 1400 K. The hot window was chosen to reach large $D$ and is hotter than usual for silane epitaxy. Real growth breaks the assumption of a single surface activation energy, because adsorbed hydrogen blocks sites. As an illustration, multiply $k_s$ by $1-\theta$, with
\begin{equation}
\frac{\theta}{1-\theta}=e^{q(\beta-\beta_{900})},\qquad q=1\ {\rm eV},
\end{equation}
where $\beta_{900}$ is $\beta$ at 900 K, so that half the sites are covered there. Since $\ln(1-\theta)=-\ln[1+e^{q(\beta-\beta_{900})}]$, blocking adds $q\theta$ to the activation energy of the surface step. Across the cold window this contribution falls by 0.34 eV, whereas finite $h$ lowers $\phi E$ by 0.087 eV. Blocking can therefore be mistaken for transport resistance: noise-free blocked rates in the cold window, generated with $h=\infty$, are fitted by the unblocked model with $h=1.2$ cm/s and $S=0.18$. For the cold design plus one point at 1073 K, blocking shifts the fitted $\ln h$ by $-0.56$, nearly three tolerances, with $S=2.2$; with the added point at 1500 K the shift is only $-0.011$. Fitting the unblocked model to noise-free blocked rates in the mixed design raises $E$ by 0.51 eV and changes $\ln h$ by $-0.016$, with $S=2.1$ for ten points. Such a misfit would be hard to detect in noisy data, and the fitted $E$ is then an apparent value.

Silane also decomposes in the gas. Take a rough rate constant $10^{13}e^{-\beta(2.3\,{\rm eV})}$ s$^{-1}$ and diffusivity $\mathcal D=0.6(T/300\,{\rm K})^{1.75}$ cm$^2$/s. The film thickness is $\mathcal D/h$ and the diffusion time $\mathcal D/h^2$. With the whole film at the surface temperature, rate constant times diffusion time is about 0.2 at 900 K and $4\times10^4$ at 1450 K. A cooler gas side lowers both values: for a linear temperature profile starting at 300 K and a film thickness $\delta$ that gives the same $h$, that is, $1/h=\int_0^\delta dx/\mathcal D$ and $\delta=0.32$ and 0.50 cm, the film average of the local rate constant times $\delta^2/\mathcal D(T)$ is about 0.002 and 180. With the harmonic-mean diffusivity in place of the local one it is 0.004 and 630, so only the order of magnitude is meaningful. These estimates count only the forward reaction. Hydrogen carrier gas favors the reverse step, SiH$_2$ + H$_2$ $\to$ SiH$_4$, so they do not settle how much silicon arrives as silane. The hot-window $h$ is best read as an effective coefficient for whatever silicon carriers reach the surface. Particle formation, precursor depletion and nonlinear adsorption are not included.

Two smaller errors can be sized directly. An independent temperature error of 1 K changes the rate coefficient by $\phi E/(k_BT^2)\times1\,{\rm K}=2.2\%$ at 900 K. Added in quadrature to the noise at each point, it lowers $\sigma_3$ to 0.074 for the cold design and 1.46 for the mixed one. If the true $h$ is proportional to $T$ and equals 5 cm/s at 1450 K, the constant-$h$ fit to the mixed design shifts $E$ by $-0.022$ eV, $\ln k_0$ by $-0.30$ and $\ln h$ by 0.003. For $h\propto T^{1.75}$, as the diffusivity above gives at fixed film thickness, the shifts in $E$ and $\ln k_0$ grow to $-0.045$ eV and $-0.62$, larger than their standard errors though within the tolerances. Within the hot window, the drift $h\propto T$ changes $\ln h$ by 0.069, four times the rise of 0.017 in $\ln k_{\rm eff}$ that carries the information on $k_s$. A small error in the transport law can therefore hide the surface kinetics in hot data even when the rates are measured very precisely.
